# Does isotropic NICS at the centre of benzene measure its ring current?

**Question**

I compute the nucleus-independent chemical shift (NICS) at the centre of benzene as the negative of the isotropic shielding at an empty point. It comes out negative, and I read its size as the strength of the pi ring current. I have been told to use the \(zz\) component instead. If the ring current shields the centre, why does averaging the three diagonal components spoil the measurement? And do the sigma electrons matter, if they carry no ring current?

**Answer**

The average adds responses to three different field directions, and a net current round the ring arises for one of them. Sigma electrons matter too, because a vanishing net current can still produce a field at the centre. To see both points, one needs the current density and the field it makes.

**The induced current**

I use atomic units, fixed nuclei, a closed shell and linear response in Hartree–Fock theory. The \(z\) axis is the sixfold axis. Define

\[
N_{ab}=\frac{B^{\rm ind}_a}{B_b},\qquad N_{\rm iso}=\tfrac13(N_{xx}+N_{yy}+N_{zz}),
\]

so that \(N\) is minus the shielding tensor, and a negative value means that the induced field opposes the applied one.

Take the vector potential \(\mathbf A=\tfrac12\mathbf B\times(\mathbf r-\mathbf d)\) with gauge origin \(\mathbf d\). The kinetic energy is \(\tfrac12(\mathbf p+\mathbf A)^2\), and \(\nabla\cdot\mathbf A=0\), so the term linear in the field is

\[
\mathbf A\cdot\mathbf p=\tfrac12\mathbf B\cdot[(\mathbf r-\mathbf d)\times\mathbf p]=-i\,\mathbf B\cdot\mathbf h,\qquad
\mathbf h=\tfrac12(\mathbf r-\mathbf d)\times\nabla .
\]

This perturbation is imaginary. For a unit field along \(b\), a real orbital \(\psi_n\) therefore becomes \(\psi_n+iu_n\) with \(u_n\) real. The first-order density matrix is

\[
\gamma_1(\mathbf r,\mathbf r')=2i\sum_m[u_m(\mathbf r)\psi_m(\mathbf r')-\psi_m(\mathbf r)u_m(\mathbf r')].
\]

It vanishes at \(\mathbf r=\mathbf r'\), so there is no Coulomb response. The exchange operator, \(-\tfrac12\gamma_1(\mathbf r,\mathbf r')/|\mathbf r-\mathbf r'|\), does respond. Write \(u_m=\sum_b u_{bm}\psi_b\), where \(a,b\) in orbital indices denote virtual orbitals and \(m,n\) occupied ones. Projecting the first-order orbital equation on \(\psi_a\) gives

\[
(\epsilon_a-\epsilon_n)\,iu_{an}=ih_{an}+i\sum_{bm}[(ab|mn)-(am|bn)]u_{bm}.
\]

Dividing by \(i\) leaves real linear equations for \(u_{an}\). Here \((ab|mn)\) is the repulsion integral between the products \(\psi_a\psi_b\) and \(\psi_m\psi_n\).

The electron has charge \(-1\), and each orbital holds two electrons. The current density is thus \(-2\sum_n{\rm Re}\,[\psi^*(-i\nabla+\mathbf A)\psi]\) with \(\psi=\psi_n+iu_n\). To first order,

\[
\mathbf J=-2\sum_n\left[\psi_n\nabla u_n-u_n\nabla\psi_n+\mathbf A\psi_n^2\right].
\]

I put the gauge origin at the point where the current is evaluated: \(\mathbf d=\mathbf r\), set after the gradient has been taken. The last term then vanishes. Since \(\mathbf h\) is linear in \(\mathbf d\), responses to \(\tfrac12\mathbf r\times\nabla\) and \(\tfrac12\nabla\) suffice for all points.

Orbitals odd under reflection in the molecular plane are called pi, and even ones sigma. Summing over one set at a time gives \(\mathbf J^\pi\) and \(\mathbf J^\sigma\). How far does this division depend on the gauge origin? Shifting the origin by \(\boldsymbol\delta\) multiplies the exact orbitals by a phase linear in \(\chi\propto(\mathbf B\times\boldsymbol\delta)\cdot\mathbf r\). Because \(u_n\) keeps only virtual components, the current of a set changes by terms \(\chi_{mn}(\psi_n\nabla\psi_m-\psi_m\nabla\psi_n)\) with \(m,n\) occupied. These cancel in pairs within a set, since \(\chi_{mn}\) is symmetric, and only sigma–pi elements remain. For a field along \(z\), \(\chi\) is even under the reflection, so those elements vanish and the division depends on the origin only through the finite basis. In a small basis this dependence can still be large for the sigma part if one fixed origin is used for all points. For an in-plane field \(\chi\) can contain \(z\), so the sigma and pi parts of \(N_{xx}\) and \(N_{yy}\) are a convention tied to the chosen origin.

**What reaches a point on the axis**

In atomic units \(\mu_0/4\pi=\alpha^2\), with \(\alpha\) the fine-structure constant. The Biot–Savart law at \(\mathbf R=(0,0,Z)\) reads

\[
\mathbf B^{\rm ind}=\alpha^2\int\frac{\mathbf J\times\mathbf s}{s^3}\,d^3r,\qquad \mathbf s=(-x,-y,Z-z).
\]

The \(z\) component of the cross product is \(J_x(-y)-J_y(-x)=xJ_y-yJ_x=\rho J_\phi\), where \(\rho\) is the distance from the axis and \(J_\phi\) the component circulating about it. For a unit field along \(z\),

\[
N_{zz}(Z)=\alpha^2\int\frac{\rho J_\phi}{[\rho^2+(Z-z)^2]^{3/2}}\,d^3r .
\]

So \(N_{zz}\) on the axis is determined by circulation about the axis. The same field induces no transverse field there: the vector \((N_{xz},N_{yz})\) would have to be unchanged by a 60° rotation, and so it is zero.

Now apply the field in the molecular plane. Reflection in that plane reverses an in-plane magnetic field, because \(\mathbf B\) is an axial vector. It leaves the in-plane components of \(\mathbf J\) unchanged but moves them from \(z\) to \(-z\). Reversing the field reverses the linear current, hence

\[
J_\phi(\rho,\phi,-z)=-J_\phi(\rho,\phi,z),\qquad \int J_\phi\,d\rho\,dz=0
\]

through every half-plane bounded by the axis. This holds for the pi and sigma parts separately. Pi electrons do respond to an in-plane field, but with equal and opposite currents above and below the ring. \(N_{xx}\) and \(N_{yy}\) contain that response and no ring current.

**From ring current to shift**

For \(\mathbf B\) along \(+z\), call the circulation at a point diatropic if \(J_\phi<0\) there; its contribution to the field at the centre then opposes the applied field. Define the ring-current strength, positive when the net circulation is diatropic, as the average over all half-planes:

\[
I=-\frac1{2\pi}\int_0^{2\pi}\!d\phi\int J_\phi\,d\rho\,dz=-\frac1{2\pi}\int\frac{J_\phi}{\rho}\,d^3r .
\]

The average is used because the pi current need not be the same through each half-plane: the basis is finite, and in Hartree–Fock theory exchange between sigma and pi orbitals means that the pi current alone need not be conserved. If \(I\neq0\), the pi part of the shift can be written

\[
N^\pi_{zz}(Z)=-2\pi\alpha^2 I\left\langle\frac{\rho^2}{[\rho^2+(Z-z)^2]^{3/2}}\right\rangle ,
\]

where the brackets denote an average with weight \(-J^\pi_\phi/(2\pi\rho I)\), which integrates to one. The shift is thus the current strength times a geometrical factor. Two rings with equal \(I\) but different radii can therefore have different \(N^\pi_{zz}\).

**Numbers for benzene**

I solved the response equations at the HF/6-31G** level with C–C = 1.40 Å and C–H = 1.09 Å. The current was evaluated on an atom-centred grid and the Biot–Savart integral summed there, with the field averaged over a ball of radius 0.10 Å around each probe point. The results in ppm are:

| \(Z\) (Å) | \(N^\pi_{zz}\) | \(N^\sigma_{zz}\) | \(N^\pi_{xx}\) | \(N^\sigma_{xx}\) | \(N_{\rm iso}\) |
|---|---|---|---|---|---|
| 0 | −37.0 | 20.5 | −11.5 | 2.7 | −11.4 |
| 1 | −30.5 | −0.2 | −3.5 | 1.3 | −11.7 |
| 2 | −13.7 | −4.3 | 2.0 | 0.5 | −4.3 |

The \(zz\) columns are fairly stable, but the in-plane and isotropic columns are not converged in the basis. Adding a diffuse sp shell on carbon (6-31+G**) moves the \(zz\) entries by 0.7 ppm or less (\(N^\sigma_{zz}\) at 1 Å becomes −0.5 ppm), while \(N^\pi_{xx}\) becomes −8.6, +0.4 and +1.6 ppm and \(N_{\rm iso}\) becomes −8.6, −8.9 and −4.7 ppm at the three heights. Doubling the ball radius lowers \(N^\sigma_{zz}\) at the centre by 0.5 ppm.

By symmetry \(N_{yy}=N_{xx}\). At the centre,

\[
3N_{\rm iso}=-37.0+20.5+2(-11.5)+2(2.7)=-34.1\ \text{ppm}.
\]

The first term is the one that carries the pi ring current. One third of it is −12.3 ppm, close to the isotropic −11.4 ppm. The closeness comes from cancellation: the sigma \(zz\) part is +20.5 ppm and the in-plane components together are \(2(-11.5+2.7)=-17.6\) ppm, which leaves about 1.0 ppm after division by three. Nothing in the derivation ties these two contributions to one another, and the near-agreement does not survive a change of basis: with 6-31+G** the two numbers are −12.1 and −8.6 ppm, and the remainder is 3.5 ppm.

Changing the height exposes the problem without changing the molecule or its current. From 0 to 1 Å, \(N^\pi_{zz}\) weakens by 18%, while \(N_{\rm iso}\) becomes slightly more negative. The ratio of \(N_{\rm iso}\) to \(N^\pi_{zz}/3\) is 0.92, 1.15 and 0.95 at the three heights (0.71, 0.90 and 1.04 with 6-31+G**). It would be constant if the isotropic value followed the field of the ring current.

Taking the isotropic average of the pi part alone does not help. With the gauge origin used here, it is \([-37.0+2(-11.5)]/3=-20.0\) ppm at the centre. Of this, −7.7 ppm comes from the in-plane components, a share that depends on the choice of origin and on the basis (with 6-31+G** the two values are −17.8 and −5.7 ppm, and the current quoted next is 5.7 nA/T). With the same origin, and for a field pointing from the centre to a bond midpoint, the pi current through the half-plane containing that midpoint is 6.2 nA/T in one sense above the ring and 6.2 nA/T in the other below it.

**How good is the link between \(N^\pi_{zz}\) and the current?**

The integral for \(I\) gives 11.9 nA/T; the half-plane through a bond midpoint alone gives 12.2 nA/T. With the weight defined above, the pi current has mean radius \(a=1.448\) Å and mean distance \(z_0=0.736\) Å from the plane. Replace it by two loops of radius \(a\) at \(\pm z_0\), each carrying \(I/2\). In SI units \(2\pi\alpha^2I\) becomes \(\mu_0I/2\), and at the centre

\[
N^\pi_{zz}\approx-\frac{\mu_0 I}{2}\frac{a^2}{(a^2+z_0^2)^{3/2}}
\]
\[
=-(6.283\times10^{-7})(11.91\times10^{-9})(4.89\times10^{9})=-36.6\times10^{-6}.
\]

This is −36.6 ppm, against −37.0 ppm from the full distribution. With 6-31+G**, \(I=11.8\) nA/T, \(a=1.48\) Å and \(z_0=0.76\) Å, and the comparison is −35.5 against −36.3 ppm. The loop picture accounts for the pi \(zz\) component at the centre of benzene, with the current and both lengths taken from the calculation.

**Why sigma electrons shift the centre without a ring current**

For a perpendicular field, the sigma current through the bond half-plane is −7.2 nA/T inside the bond midpoint (\(\rho<1.212\) Å) and +7.4 nA/T outside it. The net value there is only 0.2 nA/T. Averaged over all half-planes, the inner and outer currents are −5.8 and +6.1 nA/T and the net is 0.3 nA/T, yet \(N^\sigma_{zz}\) is +20.5 ppm.

Model this by two loops in the plane, with current \(-I_0\) at radius \(\rho_1\) and \(+I_0\) at \(\rho_2>\rho_1\). Then

\[
N_{zz}(Z)=2\pi\alpha^2I_0\,[f(\rho_1)-f(\rho_2)],\qquad f(\rho)=\frac{\rho^2}{(\rho^2+Z^2)^{3/2}} .
\]

At \(Z=0\), \(f=1/\rho\): the inner loop wins because it is nearer, and the shift is positive. In the full calculation, the sigma current at \(\rho<1.212\) Å contributes +39.2 ppm and the rest −18.6 ppm. Far above the ring, \(f\to\rho^2/Z^3\), so the larger loop wins and the shift is negative. For two close loops the sign changes where

\[
\frac{df}{d\rho}=\frac{\rho(2Z^2-\rho^2)}{(\rho^2+Z^2)^{5/2}}=0,\qquad Z=\frac{\rho}{\sqrt2}.
\]

With \(\rho=1.212\) Å this is 0.86 Å, but that is only a rough scale. Nearly equal currents that give +39.2 and −18.6 ppm at the centre differ in effective radius by about a factor of two, so the sigma circulations are not close loops. The computed \(N^\sigma_{zz}\) is +20.5 ppm at 0 Å and −4.3 ppm at 2 Å, so it changes sign in between, and at 1 Å it is close to zero.

This bears on the advice you were given. The total \(N_{zz}\) at the centre is −16.4 ppm, less than half the size of its pi part. At 1 Å it is −30.7 ppm and nearly all pi, because the sigma part there is only −0.2 ppm. At 2 Å the sigma part is again 24% of the total, so moving the probe farther out does not steadily remove it.

**What to report**

For a planar ring of this symmetry, use \(N^\pi_{zz}\) on the axis, and state how sigma and pi were separated. To compare rings of different size, compute \(I\) itself. The sigma example also sets a limit on \(N^\pi_{zz}\): if a pi system has opposed inner and outer circulations, its \(zz\) shift can be large while its net current is small. In a non-planar ring the reflection argument and the sigma–pi division used here both fail.
